# Drachman's global operators for contact densities, tested on helium with Gaussians

A helium wavefunction expanded in 160 explicitly correlated Gaussians can have an energy good to about $10^{-6}$ hartree and still give the electron density at the nucleus with an error of three quarters of one per cent. Anyone who needs that density, for instance for the contact terms in the first-order relativistic energy, must then decide whether to spend effort on a larger, steeper basis or to keep the wavefunction and evaluate the density through a different expression. The second choice costs a few more integrals. Whether it pays depends on what the new expression does to the error of an approximate wavefunction.

The two quantities are $\langle\delta(\mathbf r_1)\rangle$, the density of one electron at the nucleus, and $\langle\delta(\mathbf r_{12})\rangle$, the probability density for finding both electrons at the same point. Here $\mathbf r_1,\mathbf r_2$ are measured from the nucleus and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. Hartree atomic units are used, so both densities are in bohr$^{-3}$. The Hamiltonian is nonrelativistic, with a fixed point nucleus of charge $Z$:

$$H=-\tfrac12\sum_j\nabla_j^2+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .$$

Let $\Psi$ be a real, normalized bound state with $H\Psi=E\Psi$. Taken directly, each density uses $\Psi^2$ only where a distance vanishes. A Gaussian expansion converges slowly there, because $\Psi$ has cusps at these points. Near the nucleus the kinetic energy contains $-\tfrac12(2/r_1)\partial\Psi/\partial r_1$, and this must cancel the divergence of $-Z\Psi/r_1$. Hence, after averaging over directions, $\partial\Psi/\partial r_1=-Z\Psi$ at $r_1=0$. For the pair, both electrons contribute to the relative kinetic energy, $-(2/r_{12})\partial\Psi/\partial r_{12}$ must cancel $\Psi/r_{12}$, and the slope is $+\tfrac12\Psi$. A finite sum of Gaussians is smooth, so its direction-averaged slope is zero at both places.

The information at a point can be spread over space with the Laplacian of $1/r$. Let $F(\mathbf r)$ and its gradient decay exponentially at infinity, as they do for a bound state, and let the gradient be bounded near the origin. Away from the origin,

$$\nabla^2\frac1r=\frac1{r^2}\frac{d}{dr}\left(r^2\cdot\frac{-1}{r^2}\right)=0 .$$

Green's theorem in the region $r>\varepsilon$, whose outward normal on the small sphere is $-\hat{\mathbf r}$, therefore gives

$$\int_{r>\varepsilon}\frac1r\nabla^2F\,d^3r
=\oint\left[-\frac1\varepsilon\frac{\partial F}{\partial r}-\frac{F}{\varepsilon^2}\right]\varepsilon^2\,d\Omega
\;\longrightarrow\;-4\pi F(0).$$

The first term vanishes with $\varepsilon$ because the gradient is bounded. This is the statement $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, and it holds for a function with a cusp. Its Laplacian then behaves as $1/r$, and the product with the weight, $1/r^2$, is integrable in three dimensions.

Take $F=\Psi^2$ as a function of $\mathbf r_1$ and integrate over $\mathbf r_2$ as well. The further cusp at $\mathbf r_1=\mathbf r_2$ adds nothing, since a small sphere around it has an area proportional to $\varepsilon^2$ and carries a bounded gradient. Thus

$$4\pi\langle\delta(\mathbf r_1)\rangle=-\int\frac1{r_1}\nabla_1^2\Psi^2\,d\tau,
\qquad \nabla_j^2\Psi^2=2\Psi\nabla_j^2\Psi+2|\nabla_j\Psi|^2 .$$

The Schrödinger equation does not give $\nabla_1^2\Psi$ alone; it gives the sum over both electrons. The missing term may be added at no cost. With $\mathbf r_1$ held fixed, $1/r_1$ is a constant in the integral over $\mathbf r_2$, and the divergence theorem gives

$$\int\frac1{r_1}\nabla_2^2\Psi^2\,d\tau=0 ,$$

because the surface terms at infinity and around the cusps vanish. Therefore

$$4\pi\langle\delta(\mathbf r_1)\rangle=-2\int\frac{\Psi}{r_1}\sum_j\nabla_j^2\Psi\,d\tau-2\sum_j\int\frac{|\nabla_j\Psi|^2}{r_1}\,d\tau .\tag{1}$$

The Schrödinger equation reads $\sum_j\nabla_j^2\Psi=-2(E-V)\Psi$, so the first term becomes $+4\langle(E-V)/r_1\rangle$. Division by $4\pi$ yields

$$\boxed{\;\langle\delta(\mathbf r_1)\rangle=\frac1{2\pi}\left[2\left\langle\frac{E-V}{r_1}\right\rangle-\sum_j\left\langle\nabla_j\Psi\left|\frac1{r_1}\right|\nabla_j\Psi\right\rangle\right]\;}\tag{2}$$

For the pair, $1/r_{12}$ depends on both positions, and each Laplacian produces the delta function:

$$(\nabla_1^2+\nabla_2^2)\frac1{r_{12}}=-8\pi\,\delta(\mathbf r_{12}).$$

No term has to be added this time, and the left side of the equation corresponding to (1) is $8\pi\langle\delta(\mathbf r_{12})\rangle$. The right side is the same with $r_1$ replaced by $r_{12}$. Division by $8\pi$ gives

$$\boxed{\;\langle\delta(\mathbf r_{12})\rangle=\frac1{4\pi}\left[2\left\langle\frac{E-V}{r_{12}}\right\rangle-\sum_j\left\langle\nabla_j\Psi\left|\frac1{r_{12}}\right|\nabla_j\Psi\right\rangle\right]\;}\tag{3}$$

With $\mathbf p_j=-i\nabla_j$, the gradient terms are expectation values of $\mathbf p_j\cdot(1/r)\,\mathbf p_j$. Drachman's global operators are thus

$$D_1=\frac1{2\pi}\Big[\frac{2(E-V)}{r_1}-\sum_j\mathbf p_j\cdot\frac1{r_1}\mathbf p_j\Big],\qquad
D_{12}=\frac1{4\pi}\Big[\frac{2(E-V)}{r_{12}}-\sum_j\mathbf p_j\cdot\frac1{r_{12}}\mathbf p_j\Big].$$

They replace the delta functions in expectation values over the eigenstate with energy $E$. They are not equal to the delta functions as operators on arbitrary functions.

The one-electron ion checks the factors in (2). For $\Psi\propto e^{-Zr}$ one has $\langle1/r\rangle=Z$, $\langle1/r^2\rangle=2Z^2$, $E=-Z^2/2$ and $|\nabla\Psi|^2=Z^2\Psi^2$. The bracket is $2(-Z^3/2+2Z^3)-Z^3=2Z^3$, and the density is $Z^3/\pi$, as it should be.

A check of (3) that includes the cusp at $r_{12}=0$ needs two interacting electrons. Replace the nucleus by a harmonic well of frequency $\tfrac12$, so that $V=(r_1^2+r_2^2)/8+1/r_{12}$. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $r=r_{12}$, the Hamiltonian separates into $-\tfrac14\nabla_R^2+R^2/4$ and $-\nabla_r^2+r^2/16+1/r$. The function $e^{-R^2/2}$ solves the first part with energy $\tfrac34$. For the second, take $g=h\,e^{-r^2/8}$ with $h=1+r/2$. Then

$$-\nabla_r^2g=\left[-\frac1r+\frac r4+\left(\frac34-\frac{r^2}{16}\right)h\right]e^{-r^2/8}.$$

Adding $(r^2/16+1/r)g$ cancels the terms in $r^2h$ and $1/r$ and leaves $\tfrac34h+\tfrac12+\tfrac r4=\tfrac54h$. The total energy is 2 hartree. In the numerical check, direct evaluation and (3) both give $0.00471926$ bohr$^{-3}$ for this state.

For an approximate function $\Phi$ the two routes part company. Equation (1) and its pair analogue still hold, since the Schrödinger equation has not yet been used in them. Formula (2) replaces $-\tfrac12\sum_j\nabla_j^2\Phi$ by $(E-V)\Phi$, which is now an approximation. Subtracting (1) from $4\pi$ times (2) leaves

$$4\left\langle\frac{\Phi}{r_1}\right|\Big(E-V+\tfrac12\sum_j\nabla_j^2\Big)\Phi\Big\rangle ,$$

and the same subtraction for the pair has $8\pi$ on the left. Hence

$$\langle D_1\rangle-\langle\delta(\mathbf r_1)\rangle=\frac1\pi\left\langle\frac{\Phi}{r_1}\Big|(E-H)\Phi\right\rangle,\quad
\langle D_{12}\rangle-\langle\delta(\mathbf r_{12})\rangle=\frac1{2\pi}\left\langle\frac{\Phi}{r_{12}}\Big|(E-H)\Phi\right\rangle .\tag{4}$$

For $E$ one inserts the expectation value $\langle H\rangle$ of the same function. Equation (4) shows how far the routes differ, but not which is better. Neither value is a bound on the density.

The advantage of the global route follows from the size of the region in which the cusp is missing. Suppose a smooth function rounds off the nuclear cusp over a length $w$, so that $\delta\Psi=w\,f(r/w)$ with $f$ of order one and rapidly decaying. The factor $w$ is there because a finite slope is missed over a distance $w$. To leading order, the direct density changes by

$$2\Psi(0)\,\delta\Psi(0)=2\Psi(0)\,w\,f(0),$$

which is linear in $w$. In the global form, the most singular potential term is $2Z/r^2$, and for one electron it changes by

$$\int\frac{2Z}{r^2}\,2\Psi(0)\,w f(r/w)\,4\pi r^2\,dr=16\pi Z\,\Psi(0)\,w^2\int_0^\infty f(x)\,dx .$$

The gradient of $\delta\Psi$ is $f'(r/w)$, which is not small, but it lives in a small volume. With $\Psi'(0)=-Z\Psi(0)$, the integral of $|\nabla\Psi|^2/r$ changes by

$$\int\frac{2\Psi'(0)f'+f'^2}{r}\,4\pi r^2\,dr=4\pi w^2\int_0^\infty x\left[f'(x)^2-2Z\Psi(0)f'(x)\right]dx .$$

Both changes are quadratic in $w$. The same counting gives changes of order $w^4$ in the normalization and at most $w^3$ in the energy, so neither spoils the result. For the pair, $r_{12}$ takes the place of $r$ and the powers are the same.

This can be tested on hydrogen by replacing $r$ in $e^{-r}$ with the smooth function $r\,\mathrm{erf}(r/w)+(w/\sqrt\pi)e^{-r^2/w^2}$. At $w=0.02$ bohr the direct error is $-7.10\times10^{-3}$ and the global error $-1.47\times10^{-4}$ bohr$^{-3}$. Halving $w$ reduces them by factors of 1.99 and 3.95, close to the expected 2 and 4.

The power counting also shows why the energy is a poor guide to the direct density: a cusp error that enters the density as $w$ enters the energy as $w^3$. The argument covers local cusp errors. An error spread over the whole atom affects both routes, and there no gain is promised.

For helium, the basis functions are

$$\phi_k=\exp(-a_kr_1^2-b_kr_2^2-c_kr_{12}^2)=\exp(-\mathbf r^TA_k\mathbf r),\qquad
A_k=\begin{pmatrix}a_k+c_k&-c_k\\-c_k&b_k+c_k\end{pmatrix},$$

where $\mathbf r$ is the column $(\mathbf r_1,\mathbf r_2)$. The electron-exchanged function is added to each, as the singlet ground state requires. The product $\phi_k\phi_l$ has the matrix $A=A_k+A_l$. Each Cartesian component contributes $\pi/\sqrt{\det A}$ to its integral, so the overlap is $\pi^3/(\det A)^{3/2}$. All other integrals are this overlap times a mean over a normal distribution with covariance matrix $\Sigma=A^{-1}/2$ per component.

A distance vector is $\mathbf u=\mathbf w^T\mathbf r$, with $\mathbf w=(1,0)$, $(0,1)$ or $(1,-1)$, and its variance per component is $\sigma_u^2=\mathbf w^T\Sigma\mathbf w$. Radial integration with the density $(2\pi\sigma_u^2)^{-3/2}e^{-u^2/2\sigma_u^2}$ gives

$$\langle\delta(\mathbf u)\rangle=\frac1{(2\pi\sigma_u^2)^{3/2}},\quad
\left\langle\frac1u\right\rangle=\sqrt{\frac2\pi}\frac1{\sigma_u},\quad
\left\langle\frac1{u^2}\right\rangle=\frac1{\sigma_u^2},\quad
\langle u\rangle=2\sqrt{\frac2\pi}\,\sigma_u .$$

The term $V/r_1$ also needs $1/(uv)$ for two different distances. Let $\kappa$ be their covariance per component; its sign can be made positive by reversing $\mathbf v$. For given $\mathbf u$, the vector $\mathbf v$ is normal about $\mathbf m=(\kappa/\sigma_u^2)\mathbf u$ with variance $\tau^2=\sigma_v^2-\kappa^2/\sigma_u^2$. Its mean inverse length is the potential of a Gaussian unit charge, $\mathrm{erf}(m/\sqrt2\tau)/m$, which is finite at $m=0$, decays as $1/m$ and satisfies Poisson's equation. With $\beta=\kappa/(\sqrt2\,\tau\sigma_u^2)$,

$$\left\langle\frac1{uv}\right\rangle=\frac{\sigma_u^2}{\kappa}\,\frac{4\pi}{(2\pi\sigma_u^2)^{3/2}}\int_0^\infty\mathrm{erf}(\beta u)\,e^{-u^2/2\sigma_u^2}du .$$

The derivative of the integral with respect to $\beta$ is $\pi^{-1/2}/(\beta^2+1/2\sigma_u^2)$, and the integral vanishes at $\beta=0$. It therefore equals $\sqrt{2/\pi}\,\sigma_u\arctan(\sqrt2\,\sigma_u\beta)$. The argument is $\kappa/(\sigma_u\tau)$, the tangent of the angle whose sine is $\kappa/(\sigma_u\sigma_v)$, and

$$\left\langle\frac1{uv}\right\rangle=\frac{2}{\pi\kappa}\arcsin\frac{\kappa}{\sigma_u\sigma_v}.$$

For the gradient terms, $\nabla_j\phi_k=-2(A_k\mathbf r)_j\phi_k$, so $\sum_j\nabla_j\phi_k\cdot\nabla_j\phi_l=4\,\mathbf r^TM\mathbf r\,\phi_k\phi_l$ with $M=A_kA_l$. Write $\mathbf r=\mathbf g\,\mathbf u+\boldsymbol\eta$ with $\mathbf g=\Sigma\mathbf w/\sigma_u^2$. Then $\boldsymbol\eta$ is independent of $\mathbf u$ and has covariance $\Sigma-\sigma_u^2\mathbf g\mathbf g^T$. The cross terms average to zero, and

$$\left\langle\frac{\mathbf r^TM\mathbf r}{u}\right\rangle=\mathbf g^TM\mathbf g\,\langle u\rangle+3\,\mathrm{tr}\!\left[M(\Sigma-\sigma_u^2\mathbf g\mathbf g^T)\right]\left\langle\frac1u\right\rangle
=\sqrt{\frac2\pi}\frac1{\sigma_u}\left[3\,\mathrm{tr}(M\Sigma)-\frac{\mathbf w^T\Sigma M\Sigma\mathbf w}{\sigma_u^2}\right].$$

The 3 counts Cartesian components. The two terms in $\mathbf g^TM\mathbf g$ have weights $+2$ and $-3$, which leaves $-1$.

The functions were chosen one at a time from random trials, each time taking the one that lowered the energy most. The densities in bohr$^{-3}$ are:

| $N$ | $\delta(\mathbf r_1)$ direct | global | $\delta(\mathbf r_{12})$ direct | global |
|---|---|---|---|---|
| 20 | 1.7079 | 1.8014 | 0.11779 | 0.10538 |
| 40 | 1.7677 | 1.8090 | 0.11030 | 0.10617 |
| 80 | 1.7944 | 1.8103 | 0.10786 | 0.10632 |
| 160 | 1.7969 | 1.8103 | 0.10756 | 0.10633 |

At $N=160$ the energy is $E=-2.90372346$ hartree. The nuclear density uses $\langle1/r_1\rangle=1.688316$, $\langle V/r_1\rangle=-15.530766$ and the gradient sum $9.881985$:

$$\langle D_1\rangle=\frac{2(-4.902403+15.530766)-9.881985}{2\pi}=\frac{11.37474}{2\pi}=1.81035 .$$

For the pair, $\langle1/r_{12}\rangle=0.945819$, $\langle V/r_{12}\rangle=-6.218901$ and the gradient sum is $5.608779$:

$$\langle D_{12}\rangle=\frac{2(-2.746397+6.218901)-5.608779}{4\pi}=\frac{1.33623}{4\pi}=0.10633 .$$

In other units these are 12.217 and 0.7176 Å$^{-3}$. Equation (4) accounts for the distance from the direct values: $0.042171/\pi=0.01342$ for the nucleus and $-0.0076905/2\pi=-0.00122$ for the pair.

The comparison uses the target values 1.81043 and 0.10635, which are taken as given, not computed here, and are rounded to $\pm5\times10^{-6}$; an independent calculation below checks them. Measured against them, the direct nuclear density is too low by $0.0135$, or 0.7 per cent, and the global one by $8\times10^{-5}$, or 0.005 per cent. The direct pair density is too high by $0.0012$, or 1.1 per cent, and the global one too low by $1.6\times10^{-5}$, or 0.015 per cent. The errors shrink by factors of about 160 and 75, which is roughly two decimal digits in each case. The rounding of the targets alone leaves these factors uncertain: between about 150 and 170 for the nucleus, and between about 57 and 108 for the pair, where it amounts to a third of the global error. Converged values with more digits, 1.810429 and 0.1063454, place the pair target near the edge of its rounding interval; against them the global pair error is $1.2\times10^{-5}$, or 0.011 per cent, and the factors are about 162 and 105. The last digits of the targets are not reached. The signs of the direct errors are those of rounded cusps: smoothing lowers the peak at the nucleus and fills the dip at $r_{12}=0$.

An independent expansion in 100 functions $\exp(-\alpha r_1-\beta r_2-\gamma r_{12})$, which can represent both cusps, gives $1.81045$ and $0.10635$ by direct evaluation. Going from 70 to 100 functions moved its nuclear value by $1.2\times10^{-5}$, away from the target, so it supports the target to about $2\times10^{-5}$ and does not settle the fifth decimal. With this reference the gains are factors of 127 and 70. Its pair value moved by $4.5\times10^{-6}$ from 70 to 100 functions. Against the converged values this expansion is still too high by $2.4\times10^{-5}$ and $5.5\times10^{-6}$, more than its last step moved it, so both factors are underestimates. All these values belong to the nonrelativistic fixed-nucleus model; nuclear motion and size, relativity and radiative effects are left out.

The table answers part of the opening question: it shows the effect of a larger basis chosen within one exponent range, but not that of exponents beyond this range. The global values at $N=20$ are closer to the targets than the direct values at $N=160$. Between $N=80$ and $N=160$ the energy error, relative to the exponential expansion, falls from $1.7\times10^{-5}$ to $9\times10^{-7}$ hartree, while the direct nuclear error only falls from $0.016$ to $0.0135$ bohr$^{-3}$. If the direct error measures $w$, its fall by a factor of 1.2 would lower a $w^3$ energy error only by a factor of 1.7, against the factor of 18 observed. By this counting, most of the energy gained between these sizes did not come from the nuclear cusp. The search also capped the exponents, at $20000$ bohr$^{-2}$ for the nuclear and $500$ bohr$^{-2}$ for the pair terms, and both caps were reached. The caps alone produce direct errors of the size found. Even-tempered Gaussians with ratio 2 give $-0.8$ per cent for He$^+$ with a largest exponent of 20000 and $+1.3$ per cent for the harmonic pair with 500; raising the cap fourfold halves these errors and quarters the global ones. The direct errors at $N=160$ are therefore limited mainly by the caps, and the gains found there apply to this exponent range. At $N=20$ the global form gains a factor of 11 to 12 for each density, less than at $N=160$. The power counting predicts this direction: with a direct error proportional to $w$ and a global error proportional to $w^2$, the gain grows as $1/w$ when the cusps are represented better.

## Values computed for the example and the checks

```
Harmonic pair, energy: 2.00000000 hartree
Harmonic pair, direct delta(r12): 0.00471926 bohr^-3
Harmonic pair, global delta(r12): 0.00471926 bohr^-3
Rounded hydrogen, w = 0.02 bohr: direct error -7.103e-03, global error -1.469e-04 bohr^-3
Rounded hydrogen, w = 0.01 bohr: direct error -3.572e-03, global error -3.717e-05 bohr^-3
Error ratio on halving w: direct 1.989, global 3.952
Reference, 70 exponentials: E = -2.903724359 hartree
  direct delta(r1) 1.810441, delta(r12) 0.1063554 bohr^-3
Reference, 100 exponentials: E = -2.903724373 hartree
  direct delta(r1) 1.810453, delta(r12) 0.1063509 bohr^-3
Gaussians, N = 20: E = -2.90193551 hartree
  delta(r1):  direct 1.707860, global 1.801403 bohr^-3
  delta(r12): direct 0.1177886, global 0.1053821 bohr^-3
Gaussians, N = 40: E = -2.90352496 hartree
  delta(r1):  direct 1.767723, global 1.808969 bohr^-3
  delta(r12): direct 0.1102955, global 0.1061656 bohr^-3
Gaussians, N = 80: E = -2.90370761 hartree
  delta(r1):  direct 1.794365, global 1.810272 bohr^-3
  delta(r12): direct 0.1078643, global 0.1063222 bohr^-3
Gaussians, N = 160: E = -2.90372346 hartree
  delta(r1):  direct 1.796923, global 1.810346 bohr^-3
  delta(r12): direct 0.1075577, global 0.1063338 bohr^-3
Ingredients at N = 160 (atomic units):
  <1/r1> = 1.6883162, <V/r1> = -15.5307658
  gradient sum with 1/r1 = 9.8819849
  <Psi/r1|(E-H)Psi> = 0.0421710
  <1/r12> = 0.9458191, <V/r12> = -6.2189013
  gradient sum with 1/r12 = 5.6087789
  <Psi/r12|(E-H)Psi> = -0.0076905
delta(r1) errors at N = 160: direct -1.35e-02, global -1.06e-04 bohr^-3
  error reduced by factor 127.1, digits gained 2.10
delta(r12) errors at N = 160: direct 1.21e-03, global -1.71e-05 bohr^-3
  error reduced by factor 70.4, digits gained 1.85
Largest Gaussian exponents: nuclear 20000.0, pair 500.0 bohr^-2
Global delta(r1) at N = 160:  12.2168 angstrom^-3
Global delta(r12) at N = 160: 0.71758 angstrom^-3
```
